# How fast does dopant even out in a thin laser-melted layer?

**Question**

I'm stuck on a laser annealing exercise. A pulse melts the top 50 nm of a doped wafer. The dopant diffusivity in the liquid is $10^{-4}\ \mathrm{cm^2/s}$, and no dopant leaves through either face of the melt. I have to show that the slowest concentration nonuniformity decays with a time constant near 25 ns.

My estimate $L^2/D$ gives 250 ns, ten times too long. If I fit one full cosine wave into the layer I get about 6 ns, four times too short. Which wave is the right one, and how do I know that no other profile decays more slowly? Also, does the answer mean that the dopant is uniform after 25 ns? And can I trust a fixed 50 nm melt when the real one grows and then freezes again?

**Answer**

The right wave is half a cosine, with its maximum at one face and its minimum at the other. Your full wave is the next one up. The time constant is an e-folding time, so a layer doped from the surface is still far from uniform after 25 ns. Only a starting profile with almost no half-cosine component, such as one symmetric about mid-depth, evens out sooner.

**The model and its modes**

Let $x$ run from the surface, $x=0$, to the melt bottom, $x=L$, and let $c(x,t)$ be the dopant concentration. I assume a melt of fixed thickness, constant $D$, and variation with depth alone. Fick's law gives the flux $J=-D\,\partial_x c$, and conservation gives $\partial_t c=-\partial_x J$, so

$$\partial_t c = D\,\partial_x^2 c,\qquad \partial_x c=0\ \text{ at } x=0 \text{ and } x=L .$$

Integrating over depth shows that the mean $\bar c$ is constant:

$$L\frac{d\bar c}{dt}=D\big[\partial_x c\big]_0^L=0 .$$

What decays is therefore the deviation $w=c-\bar c$, which obeys the same equation and boundary conditions and has zero mean.

Try $w=X(x)T(t)$. Dividing the diffusion equation by $DXT$ gives

$$\frac{T'}{DT}=\frac{X''}{X}=-\lambda .$$

The left side depends on $t$ and the middle on $x$, so $\lambda$ is a constant. There are three cases for real $\lambda$.

- If $\lambda=-\kappa^2<0$, then $X=A\cosh\kappa x+B\sinh\kappa x$. The condition $X'(0)=0$ gives $B=0$, and $X'(L)=\kappa A\sinh\kappa L=0$ gives $A=0$. Nothing is left.
- If $\lambda=0$, then $X=A+Bx$ with $B=0$. This is the conserved mean, which $w$ does not contain.
- If $\lambda=p^2>0$, then $X=A\cos px+B\sin px$. Again $B=0$, and $X'(L)=-pA\sin pL=0$ requires $pL=n\pi$ with $n=1,2,3,\dots$

Since $T'=-Dp^2T$, mode $n$ decays as $\exp(-n^2t/\tau)$ with

$$\tau=\frac{L^2}{\pi^2D}.$$

For the numbers, $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$ and $1\ \mathrm{s}=10^{9}\ \mathrm{ns}$, so $D=10\ \mathrm{nm^2/ns}$ and

$$\tau=\frac{(50\ \mathrm{nm})^2}{9.870\times10\ \mathrm{nm^2/ns}}=25.3\ \mathrm{ns}.$$

Your $L^2/D$ lacks the factor $\pi^2$, which comes from the curvature of the half cosine. Your full wave is $n=2$, with $\tau/4=6.3$ ns.

**Why nothing decays more slowly**

The modes above are products $X(x)T(t)$. To cover every profile without first proving that the modes form a complete set, use an inequality. Write $q=\pi/L$ and define

$$u(x)=\int_0^x w(x')\,dx' ,\qquad u'=w,\qquad u(0)=u(L)=0 ,$$

where $u(L)=0$ because $w$ has zero mean. A square cannot be negative, so

$$0\le\int_0^L\big(u'-q\cot(qx)\,u\big)^2dx=\int_0^L\big(u'^2-2q\cot(qx)\,uu'+q^2\cot^2(qx)\,u^2\big)dx .$$

In the middle term $2uu'=(u^2)'$. Integrating by parts, with $(\cot qx)'=-q/\sin^2 qx$,

$$-q\int_0^L\cot(qx)\,(u^2)'dx=-q\big[\cot(qx)\,u^2\big]_0^L-q^2\int_0^L\frac{u^2}{\sin^2 qx}\,dx .$$

The bracket vanishes: near each face $u^2$ goes to zero as the square of the distance, while the cotangent grows as its inverse. Because $\cot^2-1/\sin^2=-1$, the terms combine to

$$0\le\int_0^L u'^2dx-q^2\int_0^L u^2dx ,\qquad\text{so}\qquad \int_0^L u^2dx\le\frac{1}{q^2}\int_0^L w^2dx .$$

One more integration by parts, again with $u=0$ at both faces, and the Cauchy–Schwarz inequality give

$$\int w^2dx=\int u'w\,dx=-\int u\,\partial_xw\,dx\le\Big(\int u^2dx\Big)^{1/2}\Big(\int(\partial_xw)^2dx\Big)^{1/2}.$$

Insert the bound on $\int u^2dx$, divide by $(\int w^2dx)^{1/2}$ and square:

$$\int_0^L(\partial_xw)^2dx\ \ge\ \frac{\pi^2}{L^2}\int_0^Lw^2dx .$$

A nonuniformity of given size must therefore have at least this much gradient. As a check, take a straight line, $w=x/L-\tfrac12$. Then $\int(\partial_xw)^2dx=1/L$ and $\int w^2dx=L/12$, so $L^2$ times their ratio is 12, above $\pi^2=9.87$. The half cosine gives $\pi^2$ itself.

Now multiply the diffusion equation by $2w$ and integrate. The boundary term contains $\partial_xw$ and vanishes:

$$\frac{d}{dt}\int w^2dx=2D\int w\,\partial_x^2w\,dx=-2D\int(\partial_xw)^2dx\le-\frac{2}{\tau}\int w^2dx .$$

Hence $e^{2t/\tau}\int w^2dx$ cannot grow. Taking the square root,

$$w_{\rm rms}(t)\le w_{\rm rms}(0)\,e^{-t/\tau}.$$

Every deviation decays at least this fast in root-mean-square size, and the half cosine decays at exactly this rate. That is the precise meaning of "slowest". If the starting profile has a jump, the argument applies from any later instant, since diffusion smooths the jump at once.

As an independent check, I divided the layer into 200 cells, wrote Fick's law between neighbours and diagonalized the resulting matrix. Its slowest nonzero rate corresponds to 25.331 ns, against 25.332 ns with 100 cells.

**Is it uniform after 25 ns?**

Take a dose of $10^{15}\ \mathrm{cm^{-2}}$, initially uniform over the top $a=20$ nm. The concentration there is $5\times10^{20}\ \mathrm{cm^{-3}}$. Spread over 50 nm, the mean is $2\times10^{20}\ \mathrm{cm^{-3}}$.

In units of the mean, the starting profile is $L/a$ for $x<a$ and zero below. Expand it in a Fourier cosine series. Since $\int_0^L\cos^2(n\pi x/L)\,dx=L/2$, the coefficient of mode $n$ is

$$\frac2L\int_0^a\frac La\cos\frac{n\pi x}{L}\,dx=\frac{2L}{n\pi a}\sin\frac{n\pi a}{L}=2s_n,\qquad s_n=\frac{\sin(n\pi a/L)}{n\pi a/L}.$$

Each term then decays at its own rate:

$$\frac{c(x,t)}{\bar c}=1+2\sum_{n\ge1}s_n\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau}.$$

Between top and bottom the cosine changes by $1-(-1)^n$, which is 2 for odd $n$ and 0 for even $n$. The difference between the faces, relative to the mean, is therefore

$$\Delta(t)=4\sum_{n\ \rm odd}s_n\,e^{-n^2t/\tau}.$$

Here $s_1=\sin(0.4\pi)/(0.4\pi)=0.757$. The sum gives:

| Time (ns) | $\Delta$ | First mode alone |
|---|---|---|
| 10 | 2.022 | 2.040 |
| 25 | 1.128 | 1.128 |
| 50 | 0.421 | 0.421 |
| 100 | 0.058 | 0.058 |

After 25 ns the top still exceeds the bottom by more than the mean concentration. The difference started at 2.5 and has fallen to 45% of that, not to $1/e=37\%$. The reason is that the first mode starts with $4s_1=3.03$, and the higher modes initially offset part of it. Once they have died out, the first mode alone remains, and a target difference $\delta$ is reached at

$$t_\delta=\tau\ln\frac{4s_1}{\delta}.$$

For $\delta=0.05$ this is $25.33\ \mathrm{ns}\times\ln(60.5)=104$ ns, about four time constants. The top is then at $2.05\times10^{20}$ and the bottom at $1.95\times10^{20}\ \mathrm{cm^{-3}}$. Each further halving of $\delta$ costs another $\tau\ln2=17.6$ ns.

**When your 6 ns is right**

Suppose the same 20 nm wide layer is centred in the melt, from 15 to 35 nm. The profile is symmetric about mid-depth, whereas the half cosine is antisymmetric, so its coefficient is zero. The slowest mode present is now $n=2$. Evolving this profile on the 200-cell grid gives a decay time of 6.33 ns, equal to $\tau/4$ at this precision.

Symmetry also explains the factor of four. No net dopant crosses the midplane, so each half behaves as a closed melt 25 nm thick, and $\tau$ scales as $L^2$. Shifting the layer slightly off centre adds some of the $n=1$ mode, which then dominates at late times.

**What the moving melt changes**

The fixed-thickness modes need a front that moves much less than $L$ during $\tau$, which means $v\ll L/\tau\approx2$ m/s. Laser-driven melt fronts typically move at a few m/s, so the result describes the hold between melting and freezing, not those two stages themselves.

To include them, let the melt depth be $s(t)$ and follow the dopant between the surface and a fixed fraction $\xi=x/s$ of the depth. That amount changes by diffusion and because its lower limit moves at speed $\xi\dot s$:

$$\frac{d}{dt}\int_0^{\xi s}c\,dx=D\,\partial_xc+\xi\dot s\,c .$$

With $dx=s\,d\xi$ and $\partial_x=(1/s)\,\partial_\xi$, differentiating with respect to $\xi$ gives

$$\partial_t(sc)=\partial_\xi\Big(\frac Ds\,\partial_\xi c+\xi\dot s\,c\Big).$$

During melting, the front releases whatever dopant the solid held. During freezing at speed $v=-\dot s$, the solid takes up $k$ times the liquid concentration $c_i$ at the front. The liquid that disappears held $c_i$, so the excess $v(1-k)c_i$ must diffuse back towards the surface:

$$D\,\partial_xc=v(1-k)\,c_i\qquad\text{at }x=s .$$

For $k<1$ the concentration rises towards the front, as it must to drive dopant upwards.

A limit that can be solved by hand tests the numerical solution. If the liquid is always perfectly mixed, its dopant content $sc$ changes by $d(sc)=kc\,ds$. Then $s\,dc=(k-1)c\,ds$, and from a uniform start at $c_0$ the solid forms with $kc_0(s/L)^{k-1}$. With $k=0.8$ and $D$ raised by a factor of $10^4$, the numerical profile agreed with this to within 0.5% at depths of 5, 20 and 45 nm.

I then restored $D=10\ \mathrm{nm^2/ns}$ and computed a full cycle: melting at 5 m/s for 9.8 ns, a hold of 103.9 ns, and freezing at 3 m/s for 16.3 ns. The calculation starts and ends with a 1 nm melt.

At the end of the hold, the top-to-bottom difference is 4.0% of the mean instead of 5%. Melting has thus done the work of $\tau\ln(5/4.01)=5.6$ ns in the fixed melt. Less than the full 9.8 ns counts, mainly because the front needs 3.8 ns to pass through the uniformly doped top 20 nm, and until then there is no gradient to relax.

Freezing matters more. The next table gives the frozen concentration divided by the mean, with $k$ alone changed between the columns:

| Depth (nm) | $k=0.8$ | $k=1$ |
|---|---|---|
| 49 | 0.867 | 0.980 |
| 45 | 0.933 | 0.983 |
| 25 | 0.998 | 1.003 |
| 5 | 1.028 | 1.012 |

At 49 nm, 1 nm above the melt bottom, the deficit is 13% with segregation and 2% without it. At the bottom itself the first solid forms at $0.8\times0.98=0.78$ of the mean, a deficit of 22%. In this example, with its long hold, segregation, not unfinished mixing, controls that end of the profile. After a much shorter hold, as in a pulse whose melt front turns back soon after reaching its greatest depth, unfinished mixing would dominate. A longer hold would not remove the dip, because even a perfectly uniform melt first freezes at $k$ times its own concentration.

The width of the dip follows from a dopant balance. Far from both faces, freezing settles into a steady state in which the solid forms at the bulk liquid concentration $c_\infty$, so the liquid at the front is at $c_\infty/k$. At distance $z$ ahead of the front, the steady equation $Dc''+vc'=0$ gives an excess $(1/k-1)c_\infty e^{-vz/D}$, whose integral is $(1/k-1)c_\infty D/v$. That dopant is missing from the first solid. If the initial deficit $(1-k)c_\infty$ persists over an effective width $\ell$, then

$$\ell=\frac{D}{kv}=\frac{10}{0.8\times3}\ \mathrm{nm}\approx4\ \mathrm{nm},$$

in line with the recovery seen in the table.

**How this compares with real silicon**

The numbers are rough values for boron in silicon melted by a nanosecond laser pulse. Liquid diffusivities are of order $10^{-4}\ \mathrm{cm^2/s}$, and melts last from tens to a few hundred nanoseconds. A factor of two either way in $D$ moves $\tau$ between 13 and 51 ns. A 10% change in melt depth moves it between 21 and 31 ns. "Near 25 ns" is thus a statement about the given inputs, not a prediction to three figures.

The no-flux condition at the bottom is well justified while the front stands still. With a rough solid diffusivity of $10^{-11}\ \mathrm{cm^2/s}$, the diffusion length in the solid during the hold is 0.01 nm, less than an atomic spacing.

One assumption that real anneals clearly break is the stationary front, with the consequences computed above. The value $k=0.8$ is a rough near-equilibrium figure for boron. Fast freezing tends to push $k$ towards 1, so the two columns bracket the dip within this model. They are not limits for a real boron profile: measurements after laser melting often show boron piled up near the maximum melt depth, which simple diffusion with a constant $k\le1$ does not produce from the doped surface layer used here. Evaporation, convection, lateral variation and the temperature dependence of $D$ within the melt are left out. The concentrations count dopant atoms, whether or not they are electrically active.

The computed values are listed in the numerical output below.

## Computed values

```
melt thickness L = 50 nm
diffusivity D = 1.0e-04 cm^2/s = 10.0 nm^2/ns
slowest time constant tau = 25.33 ns
tau from diagonalization, 100 cells = 25.3324 ns
tau from diagonalization, 200 cells = 25.3308 ns
shift on mesh halving = -0.0016 ns
next mode, tau/4 = 6.33 ns; tau/9 = 2.81 ns
decay time found for centred layer = 6.33 ns
L^2 int w'^2/int w^2: line 12.000, exp 13.199, cosine 9.870 (no unit)
dose = 1.0e+15 cm^-2, initial doped depth a = 20 nm
initial concentration = 5.00e+20 cm^-3
mean concentration in melt = 2.00e+20 cm^-3
first-mode factor s_1 = 0.7568 (no unit)
t = 10 ns: (top-bottom)/mean = 2.0220, first mode alone 2.0399
t = 25 ns: (top-bottom)/mean = 1.1282, first mode alone 1.1283
t = 50 ns: (top-bottom)/mean = 0.4205, first mode alone 0.4205
t = 100 ns: (top-bottom)/mean = 0.0584, first mode alone 0.0584
time to reach difference 5 % = 103.9 ns
then top = 2.050e+20 cm^-3, bottom = 1.950e+20 cm^-3
tau for D/2 = 50.7 ns, for 2D = 12.7 ns
tau for L = 45 nm: 20.5 ns, for L = 55 nm: 30.6 ns
full cycle: melt-in 5 m/s, freezing 3 m/s, start and end depth 1 nm
melt-in time = 9.8 ns, hold = 103.9 ns, freezing time = 16.3 ns
full cycle, difference at end of hold = 4.01 % of mean
melt-in counts as extra fixed-melt time = 5.6 ns
frozen c/mean at 49 nm: k = 0.8: 0.867, k = 1: 0.980
frozen c/mean at 45 nm: k = 0.8: 0.933, k = 1: 0.983
frozen c/mean at 25 nm: k = 0.8: 0.998, k = 1: 1.003
frozen c/mean at 5 nm: k = 0.8: 1.028, k = 1: 1.012
largest shift of these on refining mesh and step = 0.0002
solid diffusivity (rough) = 1e-11 cm^2/s
diffusion length in solid during hold = 0.0102 nm
```
